Why the Lead-Broadening Density Misses Bound States and Their Occupation

The density matrix built from lead broadenings contains the electrons in scattering states and no others. For independent electrons in a static junction, a bound state b outside both lead bands is absent from it and needs a term of its own:

ρ_C = ρ_sc + Σ_b n_b φ_b φ_b†,

ρ_sc = (1/2π) ∫ dE G (f_L Γ_L + f_R Γ_R) G†.

This is the late-time average when the bound energies differ. Here φ_b is the part of the normalized bound state inside the central region C. Its squared norm Z_b is below one whenever the state has tails in the leads. The lead occupations alone do not determine n_b: coherent motion preserves its initial value, and weak relaxation towards leads with different occupations gives a value that depends on how the relaxation is divided between them. In the model worked out below, the omission leaves 0.98 of 2.51 electrons in C, even in equilibrium.

**The belief and its appeal**

The belief is that ρ_sc is the complete density matrix. The case for it is good. Each electron seems to have entered from a lead, Γ_L and Γ_R measure the rates of entry, and f_L and f_R say how full the incoming waves are. Inside the bands the spectral function i(G − G†) equals G(Γ_L + Γ_R)G†, so for f_L = f_R = f the formula appears to reduce to "spectrum times f". The weak point is that last identity at a pole on the real energy axis.

Consider one spin channel, with ħ = 1 and ρ_ij = ⟨c_j†c_i⟩. The Hamiltonian H consists of H_C, two semi-infinite leads h_α and couplings V_α from lead α into C. At complex energy z,

Σ_α(z) = V_α (z − h_α)⁻¹ V_α†,  Σ = Σ_L + Σ_R,

G(z) = [z − H_C − Σ(z)]⁻¹,  Γ_α = i(Σ_α − Σ_α†).

Put z = E + iη with η > 0, and write Γ = Γ_L + Γ_R. Since Σ − Σ† = −iΓ,

(G†)⁻¹ − G⁻¹ = (−iη − Σ†) − (iη − Σ) = −i(Γ + 2η).

Multiplication by G from the left and G† from the right turns the left side into G − G†. Hence

i(G − G†) = G (Γ + 2η) G†.

The term 2ηGG† vanishes with η where G stays finite. At a bound state G diverges as 1/η, and the term survives.

**How much is missing**

Let χ_α be the tail of a bound state in lead α. The lead part of the Schrödinger equation is (E_b − h_α)χ_α = V_α†φ, so χ_α = (E_b − h_α)⁻¹V_α†φ. Inserting this into the central part gives

[H_C + Σ(E_b)] φ = E_b φ.

Because dΣ_α/dE = −V_α(E − h_α)⁻²V_α†, the tail weight is

W_α = χ_α†χ_α = −φ† Σ_α′(E_b) φ.

Write φ = √Z u with u†u = 1. Normalization of the whole state, Z + W_L + W_R = 1, then reads Z(1 − u†Σ′u) = 1, or

Z = 1/[1 − u†Σ′(E_b)u].

G is the central block of (z − H)⁻¹, so near the pole G ≈ φφ†/(E − E_b + iη). The neglected term becomes

2ηGG† ≈ φφ† · 2ηZ/[(E − E_b)² + η²] → 2πZ φφ† δ(E − E_b).

The lead term also has a peak. To first order in η, Γ_α(E_b + iη) = i(2iηΣ_α′) = −2ηΣ_α′, hence φ†Γ_αφ = 2ηW_α and GΓ_αG† → 2πW_α φφ† δ(E − E_b). The three weights add up to one. If instead η is set to zero first, Γ vanishes at E_b and the whole peak is lost.

The spectral function integrates to 2π times the unit matrix in C, because the eigenstates of H are complete. Thus, with Γ evaluated at η = 0 and no bound states embedded in the bands,

(1/2π) ∫ dE G(Γ_L + Γ_R)G† + Σ_b φ_bφ_b† = 1.

In equilibrium each eigenstate carries f(E), so ρ_C = ρ_sc + Σ_b f(E_b)φ_bφ_b†. The missing number in C is Σ_b f(E_b)Z_b. Enlarging C does not cure this: more of each tail is then inside, Z_b tends to one, and the missing number per filled state grows towards a whole electron.

**Why coherent dynamics cannot choose n_b**

Prepare the leads separately with occupations f_α(h_α), give C any initial density matrix, and join the parts at t = 0. Then ρ(t) = e^(−iHt)ρ(0)e^(iHt). Since Ψ_b is an eigenstate of H, the two phases cancel in

n_b = ⟨Ψ_b|ρ(t)|Ψ_b⟩ = ⟨Ψ_b|ρ(0)|Ψ_b⟩.

This holds inside and outside the bias window.

The rest of the late-time density matrix follows by splitting a central orbital j into bound and continuum parts. Let h_0 be the disconnected Hamiltonian. It commutes with f_α(h_α), so the continuum part of j enters through e^(−ih_0t)e^(iHt)|j⟩. The first evolution sends the packet backwards in time out of C into the leads; the second returns it as a free lead packet. Once the packet has left C the product settles to a limit, whose component on lead state k is the overlap of the incoming scattering state ψ_αk with j. The initial filling of C drops out of this part.

In C the scattering state obeys (E − H_C − Σ)ψ = V_α|k⟩, hence ψ = GV_α|k⟩. Summing over k at fixed energy gives Σ_k V_α|k⟩δ(E − E_k)⟨k|V_α† = Γ_α/2π, and the continuum part is ρ_sc. Terms between a bound state and the continuum are integrals over e^(iEt) times an integrable function of E; they dephase to zero. Terms between bound states do not:

ρ_C(t) → ρ_sc + Σ_bb′ φ_b R_bb′ φ_b′† e^(−i(E_b − E_b′)t),

R_bb′ = ⟨Ψ_b|ρ(0)|Ψ_b′⟩.

Filling C completely instead of leaving it empty adds φ_b†φ_b′ to R_bb′. Each n_b therefore rises by Z_b, and the mean late count in C rises by Σ_b Z_b².

**Why a small broadening does not settle the matter**

Suppose each orbital of lead α is weakly coupled to a wide-band reservoir that supplies electrons of energy E with occupation f_α(E). This adds an imaginary energy −iη_α in that lead alone. To first order the bound energy moves to E_b − iγ, with γ = η_LW_L + η_RW_R, because the state has weight W_α there. The injection strength is φ†Γ_αφ = 2η_αW_α. With f_α constant across the narrow peak,

n_b = Σ_α f_α (1/2π) ∫ dE 2η_αW_α/[(E − E_b)² + γ²].

The integral of 1/[(E − E_b)² + γ²] is π/γ, so

n_b = (η_LW_L f_L + η_RW_R f_R)/(η_LW_L + η_RW_R).

Scaling both η_α to zero together leaves this ratio unchanged. If f_L = f_R, the answer is that common value. Inside the window it can lie anywhere between f_R and f_L. Relaxation to some third bath would bring in that bath's occupation as well. The form of the relaxation also matters. If each lead eigenstate k is instead driven towards its own filling f_α(E_k), the loss rate is unchanged but the source becomes 2η_α χ_α†f_α(h_α)χ_α. Then f_αW_α in the ratio is replaced by χ_α†f_α(h_α)χ_α, and n_b need not equal f(E_b) even when the two leads have the same filling.

A uniform η in the leads and in C, with the central term 2η omitted from the injection, gives a different result. Now γ = η(W_L + W_R + Z) = η, and the same integral yields W_Lf_L + W_Rf_R. Even with both leads full this is 1 − Z instead of 1.

**A junction with a level in the window**

Take a chain with alternating site energies +D and −D, D = 0.03 hartree, and hopping amplitude −t, t = 0.05 hartree. Each lead starts with a +D site. Let g and g′ be the surface Green functions of leads starting with +D and −D. Removing one site at a time gives

g = 1/(z − D − t²g′),  g′ = 1/(z + D − t²g).

Clearing the denominators gives (z − D)g = (z + D)g′, since both equal 1 + t²gg′. Eliminating g′ and writing w = z² − D²,

t²(z − D)g² − wg + (z + D) = 0,

g = [w − √w √(w − 4t²)]/[2t²(z − D)].

This root decays as 1/z at large z. It is complex for 0 < w < 4t², so the bands are 0.030 < |E| < 0.104 hartree, with a gap between them.

C has three sites: an impurity at −0.07 hartree between two −D sites, joined by bonds of strength t_l = 0.03 and t_r = 0.05 hartree. The outer sites have self-energy t²g. Their equations give amplitudes −t_l g′ and −t_r g′ times that of the impurity, so the impurity equation becomes

E_b + 0.07 = (t_l² + t_r²) g′(E_b),

with energies in hartree. It has two solutions outside the bands: a deep state at −0.1200 hartree with Z = 0.875, and a gap state at −0.0065 hartree with Z = 0.651. Diagonalization of a 1403-site chain confirms both energies and their weights.

In equilibrium at chemical potential 0.020 hartree and kT = 0.001 hartree, both bound states are full. The lead-broadening count in C is 0.982; adding 0.875 + 0.651 gives 2.509 when unrounded inputs are used, the count from direct diagonalization.

Now set μ_L = 0.05 and μ_R = −0.05 hartree with the bands kept aligned, so that the two leads differ only in their filling. The gap state has f_L = 1 and f_R = 0 to the printed accuracy, while the deep state has f_L = f_R = 1. The lead-broadening count is 0.884. With the deep state filled by weak coupling to such reservoirs, the count in C is

0.884 + 0.875 = 1.759 if the gap state is empty,

1.759 + 0.651 = 2.410 if it is full.

A common scheme does not use ρ_sc as written. It takes the equilibrium density matrix of one reference lead from G at complex energies (a contour or Matsubara sum) and adds the window term, for example (1/2π)∫dE GΓ_LG†(f_L − f_R) when R is the reference. The first part contains the bound-state poles, so nothing is lost in equilibrium. Under bias, however, it silently sets n_b to the reference lead's f(E_b): the count is 1.759 with R as reference and 2.410 with L.

For the gap state W_L = 0.0923 and W_R = 0.2564. Their ratio is (t_l/t_r)² = 0.36, because the outer amplitudes are proportional to the inner bonds. Equal relaxation strengths, η_L = η_R, therefore give n_gap = 0.0923/(0.0923 + 0.2564) = 0.265, not one half. Ratios η_L:η_R of 10:1 and 1:10 give 0.783 and 0.035. Uniform η with the central term omitted recovers only 0.349 of the gap state and 0.125 of the deep state when both leads are full.

Coherent evolution gives other values again. If C starts empty, n_deep = 0.098 and n_gap = 0.100; if it starts full, they are 0.973 and 0.751. The empty-start values are the sums of χ_α†f_α(h_α)χ_α over both leads, so driving each lead eigenstate towards its own filling at equal rates would give 0.0979/0.1247 = 0.785 and 0.1002/0.3487 = 0.287. The late mean counts are

0.884 + 0.098·0.875 + 0.100·0.651 = 1.035,

0.884 + 0.973·0.875 + 0.751·0.651 = 2.225, using unrounded inputs.

Even the deep state, below both chemical potentials, keeps the memory of its preparation. The coherence between the two states makes the impurity occupation oscillate with period 2π/(E_gap − E_deep) = 55.3 atomic units, or 1.34 fs, and amplitude 0.026 or 0.045 electrons for the two preparations. Propagation of the finite chain, sampled before reflections return, agrees with the late-time formula to 0.0043 in every element of the central density matrix. The remainder consists almost entirely of bound–continuum terms and falls as t^(−1/2). This matches a singularity at the band edge E = −D: there Σ vanishes and −D − H_C annihilates the vector (t_r, 0, −t_l), so G diverges as |E + D|^(−1/2). That vector has no impurity amplitude, and the remainder on the impurity site is below 10⁻⁴. The divergence is too weak for 2ηGG† to leave any weight at this edge as η → 0.

**A steady current does not reveal the occupation**

From dρ/dt = −i[H, ρ], the particle flow from site i to site j through a real bond H_ji is 2H_ji Im ρ_ij. A nondegenerate bound state of a real Hamiltonian can be chosen real, so n_bφ_bφ_b† contributes nothing. Coherences contribute an oscillation with zero mean.

For the scattering part, a central amplitude ψ loses norm into the right lead at the rate iψ†(Σ_R − Σ_R†)ψ = ψ†Γ_Rψ. Waves from the left thus carry (1/2π)∫dE f_L Tr[Γ_R GΓ_LG†]. The reverse flow has L and R exchanged, and the two traces are equal because G is symmetric for real H. The net current is

I = (1/2π) ∫ dE (f_L − f_R) Tr[Γ_R GΓ_LG†].

It is 0.002215 atomic units, or 14.7 microampere per spin, and agrees with the bond current from ρ_sc. In this fixed Hamiltonian the time-averaged current is the same whether the gap state is empty or full. The instantaneous current does depend on the preparation: on the right inner bond the coherence adds an oscillation of amplitude 0.0021 or 0.0038 atomic units for the empty and full starts.

That independence ends in a mean-field calculation, where n_b changes the density, hence the potential and the transmission. An occupation inside the window is then a physical input: it needs a stated preparation or relaxation mechanism. A persistent density oscillation would also make the mean-field Hamiltonian time dependent, and n_b need no longer be conserved. If a bound state instead merges into a lead band and couples to it, its weight passes to the scattering states and the lead-broadening formula counts it. The bare site energy is not the criterion: the impurity at −0.07 hartree lies inside the lower band, yet both bound states above are missed. The numerical output lists the values used here.

Computed results

```
Site energies +/-D: 0.030 hartree; lead hopping t: 0.050 hartree
Impurity energy: -0.070 hartree
Inner bonds left, right: 0.030, 0.050 hartree
Chemical potentials left, right: 0.050, -0.050 hartree
Thermal energy kT: 0.0010 hartree
Bands: +/-(0.03000 to 0.10440) hartree
Deep state: energy -0.120032 hartree
Deep state: central weight Z 0.87531
Deep state: tail weights W_L, W_R 0.03301, 0.09168
Deep state: f_L, f_R 1.000000, 1.000000
Gap state: energy -0.006504 hartree
Gap state: central weight Z 0.65126
Gap state: tail weights W_L, W_R 0.09231, 0.25642
Gap state: f_L, f_R 1.000000, 0.000000
Trace of scattering completeness in C: 1.47343 states
Sum of Z: 1.52657 states
Equilibrium chemical potential: 0.020 hartree
Equilibrium, lead-broadening count in C: 0.98200 electrons
Equilibrium, full count in C: 2.50858 electrons
Bias, lead-broadening count in C: 0.88370 electrons
Bias, deep state full, gap state empty: 1.75901 electrons
Bias, deep state full, gap state full: 2.41027 electrons
Centre initially empty: n_deep, n_gap 0.09785, 0.10017
Centre initially empty: late mean count in C 1.03458 electrons
Centre initially empty: impurity-site oscillation amplitude 0.02551
Centre initially full: n_deep, n_gap 0.97316, 0.75143
Centre initially full: late mean count in C 2.22489 electrons
Centre initially full: impurity-site oscillation amplitude 0.04522
Oscillation period: 55.345 atomic units = 1.3387 fs
Time window tested: 12000 to 14000 atomic units
Finite chain: 1403 sites
Largest density-matrix deviation in that window: 4.26e-03
Gap occupation for eta_L:eta_R = 1:1: 0.2647
Gap occupation for eta_L:eta_R = 10:1: 0.7826
Gap occupation for eta_L:eta_R = 1:10: 0.0347
Uniform eta, full leads, recovered deep occupation: 0.1247
Uniform eta, full leads, recovered gap occupation: 0.3487
Steady current per spin: 0.002215 atomic units = 14.670 microampere
```
